# Why a gapped Dirac valley carries a moment of e hbar/(2 m*)

## Question

I am working with two valleys, labelled $\tau=\pm1$, described by

$$H_\tau(\mathbf k)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z .$$

I am asked to show that an electron at the band edge has an orbital magnetic moment of size $e\hbar/(2m^*)$, opposite in the two valleys.

I am stuck at the start. The band velocity vanishes at $\mathbf k=0$, so I do not see what circulates. If I try $\mathbf r\times\mathbf v$ with a Bloch state, the position is undefined; if I use a wave packet, I expect the answer to depend on the packet. I also get confused about the sign, and about whether the valence band has the opposite moment. Finally, which mass is $m^*$, and can I use the result for monolayer MoS2?

## Answer

The band velocity is the mean velocity of the packet. It can vanish while the velocity and the position, measured from the packet's centre, remain correlated. That correlation is the circulation you are looking for, and it comes from the mixing of the two bands.

### Conventions and the mass

The electron charge is $-e$ with $e>0$, the field $B$ points along $+z$, and a moment $m$ shifts the energy by $-mB$. I take $\Delta>0$, so the gap is $2\Delta$. Since the three Pauli matrices anticommute, $H_\tau^2=\Delta^2+\hbar^2v^2k^2$, and the bands are

$$\varepsilon_{c,v}=\pm E,\qquad E=\sqrt{\Delta^2+\hbar^2v^2k^2}\simeq\Delta+\frac{\hbar^2v^2k^2}{2\Delta}.$$

Comparing the last term with $\hbar^2k^2/(2m^*)$ gives $m^*=\Delta/v^2$. This is the mass produced by the coupling of these two bands, and it is the mass meant below.

### The moment of a packet

Build a packet from one band,

$$|W\rangle=\int d^2k\,w(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}|u_{\mathbf k}\rangle,$$

with $|w|^2$ normalized and concentrated near $\mathbf k_c$. Because $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\partial_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, an integration by parts shows that $\mathbf r$ acts as $i\partial_{\mathbf k}$ on the spinor $w|u\rangle$. The velocity is the matrix $v_j=\partial_jH/\hbar$, where $\partial_j=\partial/\partial k_j$.

Let $\boldsymbol\rho=\mathbf r-\mathbf r_c$ be the position relative to the centre. A magnetic field replaces $\hbar\mathbf k$ by $\hbar\mathbf k+e\mathbf A$. With $\mathbf A=\tfrac12\mathbf B\times\boldsymbol\rho$, the added energy is

$$e\mathbf A\cdot\mathbf v=\frac e2(\mathbf B\times\boldsymbol\rho)\cdot\mathbf v=\frac e2\,\mathbf B\cdot(\boldsymbol\rho\times\mathbf v).$$

Setting its mean equal to $-mB$ gives

$$m=-\frac e2\langle\rho_xv_y-\rho_yv_x\rangle .$$

There is no ordering problem: here $v_x$ and $v_y$ are constant matrices, which commute with position.

Now split the action of $\rho_i$ into a part that stays in the band and a part that leaves it. With $Q=1-|u\rangle\langle u|$ and $\mathcal A_i=i\langle u|\partial_iu\rangle$,

$$\rho_i\,w|u\rangle=g_i|u\rangle+i\,w\,Q|\partial_iu\rangle,\qquad g_i=i\partial_iw+(\mathcal A_i-r_{c,i})w .$$

**The part inside the band.** It contributes $\int g_i^*w\,\langle u|v_j|u\rangle$ to $\langle\rho_iv_j\rangle$. Here $\langle u|v_j|u\rangle=\partial_j\varepsilon/\hbar$, since the derivatives of the normalized state cancel. With $\mathbf q=\mathbf k-\mathbf k_c$, expand

$$\frac{\partial_j\varepsilon}{\hbar}\simeq v_j^{(c)}+\sum_lM_{jl}q_l,\qquad M_{jl}=\frac{\partial_j\partial_l\varepsilon}{\hbar}.$$

The constant term multiplies $\int g_i^*w=\langle\rho_i\rangle=0$, by the definition of the centre. For the linear term take a real envelope $w$. Then

$$\int(i\partial_iw)^*w\,q_l=-\frac i2\int q_l\,\partial_i(w^2)=\frac i2\delta_{il},$$

which contributes $\tfrac i2(M_{yx}-M_{xy})=0$ to the cross product. What remains contains $\mathcal A_i(\mathbf k)-r_{c,i}$, which is of first order in $\mathbf q$. It is multiplied by another $q_l$, so it vanishes as the square of the packet's width in $\mathbf k$.

**The part leaving the band.** It contributes $-\frac i\hbar\langle\partial_iu|Q\,\partial_jH|u\rangle$, averaged over $|w|^2$. Differentiating $(H-\varepsilon)|u\rangle=0$ gives

$$(\partial_jH-\partial_j\varepsilon)|u\rangle=-(H-\varepsilon)|\partial_ju\rangle .$$

Acting with $Q$ removes the term in $\partial_j\varepsilon$. It leaves the right side unchanged, because $\langle u|(H-\varepsilon)=0$. Therefore

$$\langle\rho_iv_j\rangle_{\rm out}=\frac i\hbar X_{ij},\qquad X_{ij}=\langle\partial_iu|(H-\varepsilon)|\partial_ju\rangle .$$

This is the out-of-band part only. The in-band term $\tfrac i2M_{ij}$ cancels its imaginary part, as it must, since the full $\langle\rho_iv_j\rangle$ is real; being symmetric, that term drops out of the cross product. Since $X_{yx}=X_{xy}^*$, the cross product is $\frac i\hbar(X_{xy}-X_{xy}^*)=-\frac2\hbar\,\mathrm{Im}X_{xy}$. Multiplying by $-e/2$ gives

$$m(\mathbf k)=\frac e\hbar\,\mathrm{Im}\,\langle\partial_xu|(H-\varepsilon)|\partial_yu\rangle .$$

For a real envelope the envelope has dropped out, so in the narrow-packet limit this is a property of the band.

### When the packet does matter

Your worry about packet dependence is justified if the phase of the envelope gives it angular momentum of its own. At the conduction edge $M_{jl}=(\hbar/m^*)\delta_{jl}$. Choose $w\propto(q_x+iq_y)f(q)$ with $f$ real. The part inside the band now gives

$$\frac\hbar{m^*}\langle w|\,i(q_y\partial_x-q_x\partial_y)\,|w\rangle=\frac\hbar{m^*}\langle w|{-i\partial_\phi}|w\rangle=\frac\hbar{m^*},$$

where $\phi$ is the angle in the $\mathbf q$ plane. This adds $-e\hbar/(2m^*)$ to the moment in either valley. It is ordinary orbital motion of the packet and is not counted in the valley moment. A winding is not required: a phase $e^{i\beta q_xq_y/(\sigma_x\sigma_y)}$ on a Gaussian with unequal widths $\sigma_x,\sigma_y$ adds $\frac\hbar{m^*}\,\beta(\sigma_x^2-\sigma_y^2)/(\sigma_x\sigma_y)$ to the cross product, however narrow the packet.

### Evaluating the two-band formula

For the conduction band, $Q=|v\rangle\langle v|$, where $|v\rangle$ is the valence state. Projecting the differentiated eigenvalue equation on $\langle v|$ gives

$$\langle v|\partial_jc\rangle=\frac{\langle v|\partial_jH|c\rangle}{\varepsilon_c-\varepsilon_v}.$$

In $X_{xy}$ the operator $H-\varepsilon_c$ takes the value $\varepsilon_v-\varepsilon_c$ on $|v\rangle$. One power of the energy difference cancels, leaving a minus sign:

$$m_c=-\frac e\hbar\,\frac{\mathrm{Im}\big[\langle c|\partial_xH|v\rangle\langle v|\partial_yH|c\rangle\big]}{\varepsilon_c-\varepsilon_v}.$$

At $\mathbf k=0$, $|c\rangle=(1,0)^T$ and $|v\rangle=(0,1)^T$. The two matrix elements are $\langle c|\partial_xH|v\rangle=\tau\hbar v$ and $\langle v|\partial_yH|c\rangle=i\hbar v$. Their product is $i\tau\hbar^2v^2$, and the energy difference is $2\Delta$, so

$$m_\tau(0)=-\tau\frac{e\hbar v^2}{2\Delta}=-\tau\frac{e\hbar}{2m^*}.$$

This is the requested result with its sign. It resembles the Bohr magneton $\mu_B=e\hbar/(2m_0)$, where $m_0$ is the free-electron mass, because the same coupling between bands fixes both the mass and the circulation.

For general $\mathbf k$, use $|v\rangle\langle v|=1-|c\rangle\langle c|$:

$$\langle c|\sigma_x|v\rangle\langle v|\sigma_y|c\rangle=\langle c|\sigma_x\sigma_y|c\rangle-\langle\sigma_x\rangle_c\langle\sigma_y\rangle_c .$$

The last product is real. The first term is $i\langle\sigma_z\rangle_c=i\Delta/E$, because $\sigma_x\sigma_y=i\sigma_z$ and the pseudospin lies along the vector $(\tau\hbar vk_x,\hbar vk_y,\Delta)$. Restoring the factor $\tau\hbar^2v^2$ and dividing by $2E$,

$$m_\tau(\mathbf k)=-\tau\,\frac{e\hbar v^2\Delta}{2(\Delta^2+\hbar^2v^2k^2)} .$$

**Valence band.** Exchanging the bands changes $\langle\sigma_z\rangle$ to $-\Delta/E$ and the energy difference to $-2E$. The two signs cancel, so both bands have the same moment in a given valley.

**Limits.** For $\hbar vk\gg\Delta$ the moment falls as $1/k^2$. If $\Delta\to0$ at fixed nonzero $k$, it vanishes. At $k=0$ and fixed $v$, however, it grows as $1/\Delta$. These statements are compatible because the large moment occupies a region of width $\Delta/(\hbar v)$, which shrinks with the gap. The packet must be narrower than this region, so in real space it must be much wider than $\hbar v/\Delta$. At the band edge, a packet of fixed width therefore stops reproducing $m_\tau(0)$ as the gap closes. A packet centred at nonzero $k$ need only be narrow compared with $k$. Reversing the sign of $\Delta$ reverses the moment in both valleys.

### Why the valleys have opposite signs

Complex conjugation changes the sign of $\sigma_y$ alone, so

$$H_\tau(\mathbf k)^*=\hbar v(\tau k_x\sigma_x-k_y\sigma_y)+\Delta\sigma_z=H_{-\tau}(-\mathbf k).$$

The states at $-\mathbf k$ in the other valley can thus be chosen as the complex conjugates of those at $\mathbf k$. The two derivatives in $X_{xy}$ each change sign under $\mathbf k\to-\mathbf k$, which has no net effect, while conjugation reverses the imaginary part. Hence $m_{-\tau}(-\mathbf k)=-m_\tau(\mathbf k)$: time reversal fixes the relative sign.

### A check without wave packets

In a uniform field let $\boldsymbol\pi=\mathbf p+e\mathbf A$, for which $[\pi_x,\pi_y]=-i\hbar eB$. Squaring the Hamiltonian gives

$$H_\tau^2=\Delta^2+v^2\left(\pi^2+i\tau\sigma_z[\pi_x,\pi_y]\right)=\Delta^2+v^2\left(\pi^2+\tau\hbar eB\,\sigma_z\right).$$

The upper component $\varphi$ of a state with energy $\varepsilon$ therefore obeys

$$\frac{\varepsilon^2-\Delta^2}{2\Delta}\varphi=\left(\frac{\pi^2}{2m^*}+\tau\frac{e\hbar}{2m^*}B\right)\varphi .$$

Near the conduction edge the left side is $(\varepsilon-\Delta)\varphi$ to leading order. The right side is then a particle of mass $m^*$ with the extra energy $-m_\tau(0)B$, in agreement with the packet calculation.

The eigenvalues of $\pi^2$ are $(2n+1)\hbar eB$, with $n=0,1,2,\dots$. With $\omega_c=eB/m^*$, the conduction levels are

$$\varepsilon_n=\sqrt{\Delta^2+(2n+1+\tau)\Delta\hbar\omega_c}.$$

For $\tau=-1$ the lowest level is $\Delta$. For $\tau=+1$ it is

$$\sqrt{\Delta^2+2\Delta\hbar\omega_c}\simeq\Delta+\hbar\omega_c-\frac{(\hbar\omega_c)^2}{2\Delta}.$$

To first order the two levels are $\Delta+\tfrac12\hbar\omega_c\mp\tfrac12\hbar\omega_c$. The common $\tfrac12\hbar\omega_c$ is cyclotron zero-point energy, and the remainder is the moment's energy.

For the valence band the lower component obeys the same equation with $\tau$ replaced by $-\tau$. The highest valence level is then $-\Delta$ for $\tau=+1$, and it lies lower by $\hbar\omega_c$, to first order, for $\tau=-1$. The separation between the lowest conduction and highest valence levels is the same in both valleys. The moment from this pair of bands does not split the gap between valleys.

### Numbers for monolayer MoS2

Take rough values: a gap of 1.7 eV, the size found in density-functional calculations (the quasiparticle gap is above 2 eV), so $\Delta=0.85$ eV, and $\hbar v=0.35$ eV nm. The velocity is $5.317\times10^5$ m/s, and

$$m^*=\frac{0.85\times1.602\times10^{-19}\ \mathrm J}{(5.317\times10^5\ \mathrm{m/s})^2}=4.82\times10^{-31}\ \mathrm{kg}=0.53\,m_0 .$$

The size of the moment is

$$\frac{e\hbar}{2m^*}=1.75\times10^{-23}\ \mathrm{A\,m^2}=\frac{\mu_B}{0.5287}=1.89\,\mu_B,$$

negative for $\tau=+1$ and positive for $\tau=-1$. At $k=0.943$ nm$^{-1}$, $\hbar vk=0.33$ eV, and the size falls by the factor $0.85^2/(0.85^2+0.33^2)=0.87$ to $1.64\,\mu_B$.

An explicit Gaussian packet centred at $\mathbf k=0$, with standard deviation 0.020 nm$^{-1}$ in each direction of $\mathbf k$, gives $\mp1.8911\,\mu_B$ for $\tau=\pm1$. The band formula gives $\mp1.8913\,\mu_B$. With one unit of positive winding in the envelope the results become $-3.782\,\mu_B$ and $-0.0001\,\mu_B$, as the added $-1.89\,\mu_B$ requires.

The two valleys can also be taken from a single lattice Hamiltonian. A honeycomb with lattice constant 0.32 nm, hopping 1.263 eV and site energies $\pm0.85$ eV has the same velocity near its zone corners. Its moments at two opposite corners are $-1.8913$ and $+1.8913\,\mu_B$.

At 10 T the conduction valleys are split by

$$2|m|B=\frac{2(1.754\times10^{-23})(10)}{1.602\times10^{-19}}\ \mathrm{eV}=2.19\ \mathrm{meV}.$$

Diagonalization in the field puts the lowest $\tau=+1$ level 2.187 meV above $\Delta$ and the lowest $\tau=-1$ level at $\Delta$. The difference from 2.19 meV is the second-order term, $-2.8\ \mu$eV.

At 300 K, $k_BT=25.85$ meV. For dilute electrons and equally spaced levels, the $\tau=+1$ ladder is the $\tau=-1$ ladder raised by $\hbar\omega_c$. Its population is smaller by the factor $e^{-\hbar\omega_c/k_BT}$. The excess of $\tau=-1$ electrons, relative to all electrons, is

$$\frac{1-e^{-\hbar\omega_c/k_BT}}{1+e^{-\hbar\omega_c/k_BT}}=\tanh\frac{2.19}{2(25.85)}=4.2\ \%.$$

Summing over the actual Landau levels gives 4.1 %. The reduction arises because $dn/d\varepsilon=\varepsilon/(\Delta\hbar\omega_c)$ grows with energy. This raises the total population by about $k_BT/\Delta=3\ \%$, while the difference between the valleys is still one level. Dilute statistics are reasonable at $10^{12}$ cm$^{-2}$: with two valleys and two spins, the zero-temperature Fermi energy is 2.3 meV.

### What this means for the real material

The $1.89\,\mu_B$ is the contribution of one pair of bands for the rough inputs above, not a prediction of the total moment of MoS2. At fixed gap it scales as $v^2$, so a 10 % change in the velocity changes it by about 20 %. At fixed velocity it scales as the inverse gap, so a gap of 2.5 eV would give $1.29\,\mu_B$. An important omission is atomic. The valence edge is built mainly from circular $d$ orbitals, whose own moment has size $2\,\mu_B$, while the conduction edge is mainly $d_{z^2}$ and lacks it. This can change the valence moment by as much as the whole two-band result. It also removes the equality between the two bands. The electron's spin moment, about $1\,\mu_B$, is a separate term.

The mass needs similar care. Adding the bare kinetic energy $\hbar^2k^2/(2m_0)$ to both bands leaves $m_\tau$ unchanged, since it cancels in $H-\varepsilon$. It changes the inverse masses to $1/m^*\pm1/m_0$, giving $0.35\,m_0$ for electrons and $1.12\,m_0$ for holes. Other bands partly cancel this asymmetry in MoS2, where calculated masses are very roughly half of $m_0$ for both carriers. A measured mass inserted into $e\hbar/(2m)$ therefore need not return the moment.

Coupling to further bands can also change the moment, by different amounts in the two bands. Some other corrections are smaller or concern observability:

- A valence spin splitting of roughly 0.15 eV gives the two spin species gaps of 1.625 and 1.775 eV. At fixed $\hbar v$ their moments are 1.98 and $1.81\,\mu_B$, within 5 % of the central value.
- Thermal spread at 300 K reduces the mean conduction moment to 0.94 of its edge value. This follows from $m/m(0)\simeq1-2(\varepsilon-\Delta)/\Delta$ and a mean kinetic energy near $k_BT$.
- In the honeycomb stand-in, at a thermal wave number of 0.60 nm$^{-1}$, the kinetic energies along $+k_x$ and $-k_x$ differ by 11 % of their mean, while along $\pm k_y$ they are equal. The isotropic model omits this warping.
- For a rough mobility of 100 cm$^2$/Vs, the scattering time is 30 fs and the level broadening is 22 meV, ten times the 10 T splitting. Separate Landau levels would not be resolved. The 4 % polarization does not depend on resolving them: for dilute electrons, a broadening common to all levels multiplies every Boltzmann weight by the same factor and cancels in the ratio.

The full set of values is in the numerical output below.

## Numbers as computed

```
gap (rough input): 1.70 eV; half gap D: 0.850 eV
hbar v (rough input): 0.35 eV nm
velocity v: 5.317e+05 m/s
band-edge mass m*: 0.5287 m0 = 4.816e-31 kg
e hbar/(2 m*): 1.754e-23 A m^2
edge moment, tau=+1: -1.754e-23 A m^2 = -1.8913 Bohr magnetons
edge moment, tau=-1: 1.754e-23 A m^2 = 1.8913 Bohr magnetons
valence edge, tau=+1: -1.8913 Bohr magnetons
moment at k=0.943 1/nm, tau=+1: -1.6433 Bohr magnetons
packet width in k: 0.020 1/nm
explicit packet, tau=+1: -1.8911 Bohr magnetons
packet with winding +1, tau=+1: -3.7820 Bohr magnetons
honeycomb corner, tau=+1: -1.8913 Bohr magnetons
explicit packet, tau=-1: 1.8911 Bohr magnetons
packet with winding +1, tau=-1: -0.0001 Bohr magnetons
honeycomb corner, tau=-1: 1.8913 Bohr magnetons
lattice constant (rough input): 0.32 nm
honeycomb hopping: 1.263 eV
field: 10.0 T; temperature: 300 K
thermal energy kT: 25.85 meV
cyclotron energy: 2.1895 meV
valley splitting 2|m|B: 2.1895 meV
lowest conduction level above D, tau=+1: 2.1867 meV
lowest conduction level above D, tau=-1: 0.0000 meV
second-order field shift, tau=+1: -2.81 micro-eV
valley polarization, simple: 4.23 %
valley polarization, Landau sum: 4.11 %
spin-orbit splitting (rough input): 0.15 eV
moment with smaller spin gap: -1.9786 Bohr magnetons
moment with larger spin gap: -1.8114 Bohr magnetons
electron mass with bare kinetic term: 0.346 m0
hole mass with bare kinetic term: 1.122 m0
circular d-orbital moment, size: 2.0 Bohr magnetons
electron spin moment, size: 1.001 Bohr magnetons
thermal mean moment / edge moment: 0.9426
density (rough input): 1.0e+12 cm^-2
Fermi energy at T=0: 2.26 meV
thermal wave number: 0.599 1/nm
warping of kinetic energy there: 10.9 %
mobility (rough input): 100 cm^2/Vs
scattering time: 30.1 fs
level broadening hbar/time: 21.9 meV
```
